# Singlet–triplet ordering in the static Tamm-Dancoff Bethe-Salpeter equation: a numerical check

```python
"""
Result under test: in the static Tamm-Dancoff Bethe-Salpeter equation of a
closed-shell system the k-th singlet energy is never below the k-th triplet.
    A_T = D - W          triplet matrix
    A_S = A_T + 2 V      singlet matrix
D: quasiparticle energy differences, W: static screened electron-hole
attraction, V: bare exchange matrix (ia|jb), positive semidefinite.
i, j: occupied orbitals; a, b: virtual orbitals; N: number of pairs ia.
Example: regular H6 ring, cc-pVDZ, linearized G0W0 on Hartree-Fock, RPA W.
Internal unit hartree (momenta in 1/bohr); printed energies in eV.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, symm
from pyscf.gto import ft_ao
from pyscf.tdscf import uhf as td_uhf

EV = physical_constants["Hartree energy in eV"][0]

# ---------- Hartree-Fock reference ----------
side = 1.0  # angstrom; in a regular hexagon the radius equals the side
ring = [("H", (side * np.cos(k * np.pi / 3), side * np.sin(k * np.pi / 3), 0.0))
        for k in range(6)]
mol = gto.M(atom=ring, basis="cc-pvdz", symmetry=True, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
order = np.argsort(mf.mo_energy, kind="stable")
eps = np.array(mf.mo_energy)[order]
C = np.array(mf.mo_coeff)[:, order]
occupation = np.array(mf.mo_occ)[order]
n_occ, n_mo = mol.nelectron // 2, len(eps)
assert np.all(occupation[:n_occ] == 2) and np.all(occupation[n_occ:] == 0)
o, v = slice(0, n_occ), slice(n_occ, n_mo)
N = n_occ * (n_mo - n_occ)

eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n_mo)
V = eri[o, v, o, v].reshape(N, N)
V = (V + V.T) / 2
gaps_hf = (eps[v][None, :] - eps[o][:, None]).ravel()
to_pairs = eri[:, :, o, v].reshape(n_mo, n_mo, N)


def electron_hole(tensor_ijab):
    """Reorder (ij|ab) into a matrix with rows ia and columns jb."""
    return tensor_ijab.transpose(0, 2, 1, 3).reshape(N, N)


# ---------- static RPA screening ----------
response = np.linalg.inv(np.diag(gaps_hf / 4) + V)
W = electron_hole(eri[o, o, v, v] - np.einsum(
    "ijs,st,abt->ijab", to_pairs[o, o], response, to_pairs[v, v], optimize=True))

# The same W from the RPA excitation energies and their couplings
root = np.sqrt(gaps_hf)
omega_sq, modes = np.linalg.eigh(
    root[:, None] * (np.diag(gaps_hf) + 4 * V) * root[None, :])
omega = np.sqrt(omega_sq)
coupling = np.sqrt(2) * to_pairs @ (root[:, None] * modes / np.sqrt(omega))
W_spectral = electron_hole(eri[o, o, v, v] - 2 * np.einsum(
    "ijs,abs->ijab", coupling[o, o] / omega, coupling[v, v], optimize=True))
assert np.allclose(W, W_spectral, atol=1e-9)

# ---------- linearized G0W0 energies ----------
pole_side = np.where(np.arange(n_mo) < n_occ, 1.0, -1.0)


def self_energy(p, energy):
    """Diagonal correlation self-energy and its energy derivative."""
    denominator = energy - eps[:, None] + pole_side[:, None] * omega[None, :]
    strength = coupling[p] ** 2
    return np.sum(strength / denominator), -np.sum(strength / denominator ** 2)


eps_qp = np.zeros(n_mo)
for p in range(n_mo):
    sigma, slope = self_energy(p, eps[p])
    eps_qp[p] = eps[p] + sigma / (1 - slope)

# Self-energy at midgap from an imaginary-frequency integral over W
homo, lumo = n_occ - 1, n_occ
midgap = (eps[homo] + eps[lumo]) / 2
t, wt = np.polynomial.legendre.leggauss(100)
t, wt = (t + 1) / 2, wt / 2
sigma_integral = 0.0
for freq, weight in zip(t / (1 - t), wt / (1 - t) ** 2):
    resp = np.linalg.inv(np.diag((gaps_hf ** 2 + freq ** 2) / (4 * gaps_hf)) + V)
    w_corr = -np.sum((to_pairs[homo] @ resp) * to_pairs[homo], axis=1)
    distance = midgap - eps
    sigma_integral -= weight / np.pi * np.sum(
        w_corr * distance / (distance ** 2 + freq ** 2))
assert abs(sigma_integral - self_energy(homo, midgap)[0]) < 1e-5

# ---------- singlet and triplet matrices ----------
A_T = np.diag((eps_qp[v][None, :] - eps_qp[o][:, None]).ravel()) - W
A_T = (A_T + A_T.T) / 2
A_S = A_T + 2 * V

# Spin reduction: diagonalize in the full space of four spin pairs
H_spin = np.zeros((2, 2, N, 2, 2, N))
for s, tau, s2, tau2 in product(range(2), repeat=4):
    if s == s2 and tau == tau2:
        H_spin[s, tau, :, s2, tau2, :] += A_T
    if s == tau and s2 == tau2:
        H_spin[s, tau, :, s2, tau2, :] += V
spin_levels = np.linalg.eigvalsh(H_spin.reshape(4 * N, 4 * N))
E_S_full, E_T_full = np.linalg.eigvalsh(A_S), np.linalg.eigvalsh(A_T)
assert np.allclose(spin_levels, np.sort(np.concatenate(
    [E_S_full, E_T_full, E_T_full, E_T_full])), atol=1e-9)

# Factors of V and of the attraction: unscreened limit against unrestricted CIS
unrestricted = scf.UHF(mol)
unrestricted.mo_energy = np.array([eps, eps])
unrestricted.mo_coeff = np.array([C, C])
unrestricted.mo_occ = np.array([occupation / 2, occupation / 2])
a_blocks, _ = td_uhf.get_ab(unrestricted)
aa, ab, bb = [block.reshape(N, N) for block in a_blocks]
cis_levels = np.linalg.eigvalsh(np.block([[aa, ab], [ab.T, bb]]))
cis_T = np.diag(gaps_hf) - electron_hole(eri[o, o, v, v])
assert np.allclose(cis_levels, np.sort(np.concatenate(
    [np.linalg.eigvalsh(cis_T), np.linalg.eigvalsh(cis_T + 2 * V)])), atol=1e-7)

# ---------- spatial symmetry sectors ----------
orbital_irrep = np.asarray(
    symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, C), dtype=int)
pair_irrep = (orbital_irrep[o][:, None] ^ orbital_irrep[v][None, :]).ravel()
sectors = np.unique(pair_irrep)


def sector_name(irrep):
    return symm.irrep_id2name(mol.groupname, int(irrep))


def sector_spectrum(matrix):
    """Sorted energies, eigenvectors and sector labels from separate blocks."""
    energies, labels = np.zeros(N), np.zeros(N, dtype=int)
    vectors, start = np.zeros((N, N)), 0
    for irrep in sectors:
        members = np.where(pair_irrep == irrep)[0]
        e, u = np.linalg.eigh(matrix[np.ix_(members, members)])
        stop = start + len(members)
        energies[start:stop], labels[start:stop] = e, irrep
        vectors[members, start:stop] = u
        start = stop
    rank = np.argsort(energies, kind="stable")
    return energies[rank], vectors[:, rank], labels[rank]


E_S, X_S, label_S = sector_spectrum(A_S)
E_T, X_T, label_T = sector_spectrum(A_T)
assert np.allclose(E_S, E_S_full, atol=1e-7)
assert np.allclose(E_T, E_T_full, atol=1e-7)

# ---------- positivity of the exchange matrix ----------
exchange_levels = np.linalg.eigvalsh(V)
assert exchange_levels[0] > -1e-10

random_vector = np.random.default_rng(7).normal(size=N)
random_vector /= np.linalg.norm(random_vector)
trial = np.array([X_S[:, 0], random_vector])
density_ao = np.array([C[:, o] @ x.reshape(n_occ, -1) @ C[:, v].T for x in trial])
r, wr = np.polynomial.legendre.leggauss(48)
r, wr = (r + 1) / 2, wr / 2
c, wc = np.polynomial.legendre.leggauss(16)
c, wc = (c + 1) / 2, wc / 2
n_phi = 40
phi = 2 * np.pi * np.arange(n_phi) / n_phi
cos_t, angle = [g.ravel() for g in np.meshgrid(c, phi, indexing="ij")]
sin_t = np.sqrt(1 - cos_t ** 2)
directions = np.column_stack([sin_t * np.cos(angle), sin_t * np.sin(angle), cos_t])
# Half sphere counted twice: a real density has |rho(-q)| = |rho(q)|
solid_angle = 2 * np.repeat(wc, n_phi) * 2 * np.pi / n_phi
fourier_energy = np.zeros(2)
for q, weight in zip(2 * r / (1 - r), 2 * wr / (1 - r) ** 2):
    pair_ft = ft_ao.ft_aopair(mol, np.ascontiguousarray(q * directions))
    rho_q = pair_ft.reshape(len(directions), -1) @ density_ao.reshape(2, -1).T
    fourier_energy += weight * (solid_angle @ np.abs(rho_q) ** 2) / (2 * np.pi ** 2)
matrix_energy = np.einsum("ni,ij,nj->n", trial, V, trial)
assert np.allclose(fourier_energy, matrix_energy, rtol=1e-3, atol=0)

# ---------- ordering, min-max chain and bounds ----------
assert np.all(E_S >= E_T - 1e-9)
m = np.array([np.linalg.eigvalsh(X_S[:, :k].T @ A_T @ X_S[:, :k])[-1]
              for k in range(1, N + 1)])
assert np.all(E_T <= m + 1e-8) and np.all(m <= E_S + 1e-8)
assert np.all(E_S <= E_T + 2 * exchange_levels[-1] + 1e-9)
for irrep in sectors:
    assert np.all(E_S[label_S == irrep] >= E_T[label_T == irrep] - 1e-9)

exchange_S = 2 * np.einsum("ik,ij,jk->k", X_S, V, X_S, optimize=True)
exchange_T = 2 * np.einsum("ik,ij,jk->k", X_T, V, X_T, optimize=True)
splitting = E_S[0] - E_T[0]
assert exchange_S[0] - 1e-9 <= splitting <= exchange_T[0] + 1e-9
overlap = (X_S[:, 0] @ X_T) ** 2
closest = int(np.argmax(overlap))

# ---------- two-transition models, entries in eV ----------
model_T = np.array([[2.0, 0.0], [0.0, 2.1]])
indefinite = np.array([[0.1, 0.3], [0.3, 0.1]])
bad_T = np.linalg.eigvalsh(model_T)
bad_S = np.linalg.eigvalsh(model_T + 2 * indefinite)
assert np.all(indefinite > 0) and np.linalg.eigvalsh(indefinite)[0] < 0
assert bad_S[0] < bad_T[0]
dark_T = np.array([[2.0, -0.2], [-0.2, 2.0]])
opposite = 0.1 * np.array([[1.0, -1.0], [-1.0, 1.0]])
dark_levels_T = np.linalg.eigvalsh(dark_T)
dark_levels_S = np.linalg.eigvalsh(dark_T + 2 * opposite)
assert abs(dark_levels_S[0] - dark_levels_T[0]) < 1e-12
assert dark_levels_S[1] > dark_levels_T[1] + 0.1

# ---------- printed results ----------
print(f"H6 ring, side {side:.2f} angstrom, cc-pVDZ, {mol.topgroup}"
      f" (labels in {mol.groupname})")
print(f"orbitals {n_mo}, occupied {n_occ}, pairs N = {N}")
print(f"HOMO: HF {eps[homo]*EV:.3f} eV, G0W0 {eps_qp[homo]*EV:.3f} eV")
print(f"LUMO: HF {eps[lumo]*EV:.3f} eV, G0W0 {eps_qp[lumo]*EV:.3f} eV")
print(f"G0W0 HOMO-LUMO gap: {(eps_qp[lumo]-eps_qp[homo])*EV:.3f} eV")
print(f"smallest eigenvalue of V: {exchange_levels[0]*EV:.2e} eV")
print(f"largest eigenvalue of V: {exchange_levels[-1]*EV:.3f} eV")
print("x'Vx, lowest singlet: matrix"
      f" {matrix_energy[0]*EV:.5f} eV, Fourier {fourier_energy[0]*EV:.5f} eV")
print("x'Vx, random vector: matrix"
      f" {matrix_energy[1]*EV:.5f} eV, Fourier {fourier_energy[1]*EV:.5f} eV")
print("Energies in eV; m_k = largest A_T quotient on k lowest singlets")
print(" k  triplet        m_k     singlet        S-T     2x'Vx(singlet)")
for k in range(8):
    print(f"{k+1:2d}  {E_T[k]*EV:7.4f} {sector_name(label_T[k]):4s}"
          f"  {m[k]*EV:7.4f}  {E_S[k]*EV:7.4f} {sector_name(label_S[k]):4s}"
          f"  {(E_S[k]-E_T[k])*EV:7.4f}  {exchange_S[k]*EV:7.4f}")
print(f"smallest S-T difference over all k: {np.min(E_S-E_T)*EV:.5f} eV")
print(f"largest S-T difference over all k: {np.max(E_S-E_T)*EV:.4f} eV")
print("Lowest triplet and singlet in each symmetry sector (eV)")
for irrep in sectors:
    print(f"  {sector_name(irrep):4s} {E_T[label_T == irrep][0]*EV:8.4f}"
          f" {E_S[label_S == irrep][0]*EV:8.4f}")
print(f"first splitting: lower bound {exchange_S[0]*EV:.4f} eV,"
      f" value {splitting*EV:.4f} eV, upper bound {exchange_T[0]*EV:.4f} eV")
print(f"squared overlap of singlet 1 with triplet 1: {overlap[0]:.4f}")
print(f"triplet most like singlet 1: number {closest+1},"
      f" {E_T[closest]*EV:.4f} eV, squared overlap {overlap[closest]:.4f}")
print(f"indefinite model: V diagonal {indefinite[0, 0]:.1f} eV,"
      f" off-diagonal {indefinite[0, 1]:.1f} eV")
print(f"  A_T diagonal {model_T[0, 0]:.1f}, {model_T[1, 1]:.1f} eV;"
      f" lowest triplet {bad_T[0]:.4f}, singlet {bad_S[0]:.4f} eV")
print(f"dark model: A_T diagonal {dark_T[0, 0]:.1f},"
      f" off-diagonal {dark_T[0, 1]:.1f} eV")
print(f"  V diagonal {opposite[0, 0]:.1f}, off-diagonal {opposite[0, 1]:.1f} eV")
print(f"  triplets {dark_levels_T[0]:.4f}, {dark_levels_T[1]:.4f} eV;"
      f" singlets {dark_levels_S[0]:.4f}, {dark_levels_S[1]:.4f} eV")
print("OK")
```

Running it gives:

```
H6 ring, side 1.00 angstrom, cc-pVDZ, D6h (labels in D2h)
orbitals 30, occupied 3, pairs N = 81
HOMO: HF -12.718 eV, G0W0 -12.784 eV
LUMO: HF 4.737 eV, G0W0 4.220 eV
G0W0 HOMO-LUMO gap: 17.005 eV
smallest eigenvalue of V: 6.27e-06 eV
largest eigenvalue of V: 4.651 eV
x'Vx, lowest singlet: matrix 0.50053 eV, Fourier 0.50053 eV
x'Vx, random vector: matrix 0.67037 eV, Fourier 0.67037 eV
Energies in eV; m_k = largest A_T quotient on k lowest singlets
 k  triplet        m_k     singlet        S-T     2x'Vx(singlet)
 1   8.0272 B3u    8.8042   9.8053 B2u    1.7781   1.0011
 2   8.4807 B2u    8.8042  10.3502 B3u    1.8695   1.8376
 3   8.4807 B3u    9.4925  12.9059 B2u    4.4253   3.4135
 4   8.6750 B2u    9.4925  12.9059 B3u    4.2310   3.4135
 5  14.8597 B1g   16.9548  17.2139 B1g    2.3541   0.2591
 6  14.8597 Ag    16.9548  17.2139 Ag     2.3541   0.2591
 7  16.9046 Ag    17.0384  17.4462 B1g    0.5416   1.5548
 8  16.9822 B1g   17.0384  17.4462 Ag     0.4640   1.5548
smallest S-T difference over all k: 0.46401 eV
largest S-T difference over all k: 4.4962 eV
Lowest triplet and singlet in each symmetry sector (eV)
  Ag    14.8597  17.2139
  B1g   14.8597  17.2139
  B2g   29.0977  31.2061
  B3g   29.0977  31.2061
  Au    36.3688  37.6373
  B1u   33.1411  37.8359
  B2u    8.4807   9.8053
  B3u    8.0272  10.3502
first splitting: lower bound 1.0011 eV, value 1.7781 eV, upper bound 2.8793 eV
squared overlap of singlet 1 with triplet 1: 0.0000
triplet most like singlet 1: number 4, 8.6750 eV, squared overlap 0.9957
indefinite model: V diagonal 0.1 eV, off-diagonal 0.3 eV
  A_T diagonal 2.0, 2.1 eV; lowest triplet 2.0000, singlet 1.6479 eV
dark model: A_T diagonal 2.0, off-diagonal -0.2 eV
  V diagonal 0.1, off-diagonal -0.1 eV
  triplets 1.8000, 2.2000 eV; singlets 1.8000, 2.6000 eV
OK
```
